# Why Newton Iteration Overshoots in Diode Crossbars, and How Limiting Cures It

## A diode fed by a current source

Take one diode and force a current $I>0$ through it. The diode obeys

$$i(v)=I_s\left(e^{v/a}-1\right),\qquad a=\frac{nkT}{q},$$

where $I_s$ is the saturation current and $n$ the ideality factor. The voltage $a$ equals the thermal voltage $kT/q$ only for $n=1$. The slope of the curve is

$$d=\frac{di}{dv}=\frac{I_s}{a}e^{v/a}=\frac{i+I_s}{a}.$$

Newton's method replaces the curve by its tangent at the present $v$ and asks where the tangent carries the current $I$. The undamped step is therefore

$$\delta=\frac{I-i}{d}=a\,\frac{(I+I_s)-(i+I_s)}{i+I_s}=a\left(\frac{I+I_s}{i+I_s}-1\right).$$

Let $v^*$ be the solution, so that $I+I_s=I_se^{v^*/a}$, and measure the error by $z=(v-v^*)/a$. The ratio of currents is then $e^{-z}$, and the new error is

$$z'=z-1+e^{-z}.\qquad(1)$$

This map contains the whole effect.

- **Far below the solution**, $z$ is large and negative and $e^{-z}$ is huge. The tangent to the flat part of the curve must run a long way to reach $I$. From $v=0$, where $i=0$ and $d=I_s/a$, the first iterate is $v_1=aI/I_s$.
- **Far above the solution**, $e^{-z}$ is negligible and $z'=z-1$. The current is much too large, but the slope is too large in the same proportion, so the step $-i/d$ is just $-a$.
- **Close to the solution**, $e^{-z}=1-z+z^2/2-\dots$ gives $z'\approx z^2/2$, the usual quadratic convergence.

At 300 K with $n=1.2$, $kT/q=25.852$ mV and $a=31.022$ mV. For the mild ratio $I/I_s=300$ the first iterate is $300\times31.022$ mV $=9.307$ V, and 300 iterations are needed. For $I_s=10^{-16}$ A and a current of 21.9 µA, the first iterate is $6.8\times10^9$ V. No recovery follows in double precision, because $e^{v/a}$ overflows above about 22 V.

## A diode, a memory resistor and a voltage supply

Now drive the diode by a voltage $e$ through a memory element, taken here as a fixed resistor $R$. Only the dc problem is considered. The equation is

$$v+R\,i(v)=e.$$

Replacing $i$ by $i+d\delta$ and $v$ by $v+\delta$ gives

$$\delta=\frac{e-v-Ri}{1+Rd}.\qquad(2)$$

From $v=0$ the first iterate is

$$v_1=\frac{e}{1+RI_s/a}.$$

At zero bias the diode looks like a resistor $a/I_s$, about $3\times10^{14}$ ohm here. The linear model sees an open circuit and gives the diode the whole supply. The voltage overshoot is thus bounded by the supply when the iteration starts from zero; it is the current that becomes absurd. Since $v_1\approx e$,

$$v_1-v^*\approx e-v^*=Ri^*.$$

The overshoot is the voltage that the memory resistor should have taken.

To find the recovery, add $a$ to both sides of (2):

$$\delta+a=\frac{e-v-Ri+a+Rad}{1+Rd}.$$

Because $ad=i+I_s$, the term $Rad=Ri+RI_s$ cancels the large $-Ri$, leaving

$$\delta+a=\frac{e-v+a+RI_s}{1+Rd}.\qquad(3)$$

The numerator is of the order of volts at most, while the denominator grows as $e^{v/a}$. Hence $\delta\approx-a$ while $Rd$ is very large.

Equation (3) also shows how far the map (1) applies. The solution satisfies $e-v^*+RI_s=R(i^*+I_s)$, so the numerator is $R(i^*+I_s)+a(1-z)$. With $\varepsilon=a/[R(i^*+I_s)]$, division of (3) by $a$ gives

$$z'=z-1+\frac{1+\varepsilon(1-z)}{\varepsilon+e^{z}}.$$

When $\varepsilon\ll e^z$ and $\varepsilon|1-z|\ll1$ this is (1): the resistor acts as a current source. That holds near and above the solution but not far below it. At zero bias in the example below, $e^z$ is far smaller than $\varepsilon$, and the resistor caps the first step. In the opposite limit, $\varepsilon\gg1$ and $\varepsilon\gg e^z$, the fraction tends to $1-z$ and $z'\to0$. The resistor then takes almost no voltage, the equation is nearly linear, and one step from zero bias leaves an error of only about $1/\varepsilon$. Slow recovery after a start from zero bias therefore requires $Ri^*\gg a$. In the example below the ratio is about 71.

The iterates cannot oscillate about the solution. The function $v+Ri(v)-e$ is increasing and convex, so its tangent lies below it and crosses zero at or above $v^*$. Every iterate after the start is therefore at or above the solution, and from there each step goes down.

### Size of the effect

Take $e=3$ V, $R=100$ kΩ and $I_s=10^{-16}$ A. Then $RI_s/a=3.2\times10^{-10}$, and $v_1=3.0000$ V to the digits shown. The solution is $v^*=0.8101$ V with $i^*=21.90$ µA. The overshoot is

$$\frac{3.0000-0.8101}{0.031022}=70.6$$

in units of $a$, equal to $Ri^*/a$ as expected. The diode law assigns $10^{26}$ A to that voltage. The next iterates are 2.9690, 2.9380 and 2.9069 V, each lower by 31 mV.

The last errors $z$ are 1.70, 0.88, 0.30, 0.039, $7\times10^{-4}$, $3\times10^{-7}$ and $4\times10^{-14}$. Six steps are spent where unit steps would have covered 1.7, so the quadratic finish adds about four:

$$N\approx1+\frac{v_1-v^*}{a}+4.$$

This gives 75.6; the count is 76. All counts for voltage-driven circuits here stop when the circuit equation is met within $10^{-9}$ V, and they start from zero bias unless stated otherwise. With the cell unchanged, supplies of 1.5, 3 and 6 V need 29, 76 and 172 iterations.

A better starting point is not enough. At the knee, where $Rd=1$, the voltage is 0.6780 V and $R(i+I_s)=a$. Equation (2) then gives

$$\delta\approx\frac{3-0.678-0.031}{2}=1.145\ \text{V}.$$

The next iterate is 1.8235 V, and 38 iterations are needed, although the start was only 0.13 V from the solution.

## Many diodes on shared lines

In an array, the current of one cell changes the voltage available to others. Let each row and column be driven at one end through a resistance $r_D$, with wire resistance $r_w$ between neighbouring cells. Collect the diode voltages in a vector $\mathbf v$ and the currents in $\mathbf i$. Then

$$\mathbf v+\mathsf R\,\mathbf i(\mathbf v)=\mathbf e.$$

Here $e_m$ is the row drive minus the column drive at cell $m$. The diagonal of $\mathsf R$ contains the memory resistance $r_m$. Two cells in the same row, at column positions $c$ and $c'$ counted from zero at the driver, share the resistance $r_D+r_w\min(c,c')$. Cells in the same column share a term of the same form. A cell counts as sharing both its lines with itself. All shared terms are positive, because current from either cell lowers the row potential or raises the column potential seen by the other.

With $\mathsf D$ the diagonal matrix of slopes $d_m$, the Newton step obeys

$$(1+\mathsf R\mathsf D)\boldsymbol\delta=\mathbf e-\mathbf v-\mathsf R\mathbf i.$$

Let $\mathbf 1$ be the vector of ones and take all diodes alike. Then $a\mathsf D\mathbf 1=\mathbf i+I_s\mathbf 1$. Adding $(1+\mathsf R\mathsf D)a\mathbf 1=a\mathbf 1+\mathsf R\mathbf i+I_s\mathsf R\mathbf 1$ to both sides cancels $\mathsf R\mathbf i$:

$$(1+\mathsf R\mathsf D)(\boldsymbol\delta+a\mathbf 1)=\mathbf w,\qquad \mathbf w=\mathbf e-\mathbf v+a\mathbf 1+I_s\mathsf R\mathbf 1.$$

Put $\mathbf p=\mathsf D(\boldsymbol\delta+a\mathbf 1)$, which turns this into

$$(\mathsf D^{-1}+\mathsf R)\mathbf p=\mathbf w.\qquad(4)$$

Multiply from the left by $\mathbf p^T$. The term $\mathbf p^T\mathsf D^{-1}\mathbf p$ is not negative. The lines contribute a dissipated power, also not negative, so $\mathbf p^T\mathsf R\mathbf p\ge r_{\min}\|\mathbf p\|^2$, with $r_{\min}$ the smallest memory resistance. Since $\mathbf p^T\mathbf w\le\|\mathbf p\|\|\mathbf w\|$, it follows that $\|\mathbf p\|\le\|\mathbf w\|/r_{\min}$. Each component of $\boldsymbol\delta+a\mathbf 1$ is $p_m/d_m$, hence

$$|\delta_m+a|\le\frac{\|\mathbf w\|}{r_{\min}d_m}.\qquad(5)$$

Every strongly overdriven diode falls by nearly $a$, whatever its neighbours do. Coupling through the lines does not speed up the recovery. For diodes with small slope, (5) says nothing useful.

### A 6 × 6 example

Cells of 100 kΩ and 10 MΩ alternate; $r_D=1$ kΩ and $r_w=5$ Ω. The sixth row is at 3 V and the others at 0 V. Columns 1 to 4 are at 0 V, and columns 5 and 6 are inhibited at 3 V. Four diodes thus have $e_m=3$ V; the rest have 0 or $-3$ V.

The first iterate puts all four selected diodes at 3.0000 V, and each then falls by 31.022 mV. At this point $\mathbf e-\mathbf v$ is negligible, so $\|\mathbf w\|\approx\sqrt{36}\,a=0.19$ V, while $r_{\min}d_m=3\times10^{32}$. The bound (5) is about $6\times10^{-34}$ V.

The solutions are 0.8091 V in the low-resistance cells and 0.6686 V in the high-resistance ones. The currents, 21.26 and 0.229 µA, differ by a factor of 93, and $a\ln93=0.141$ V accounts for the difference. The high-resistance cells have farther to fall, 75.2 units of $a$, and they set the total of 81 iterations.

There is also a numerical hazard. At the overshoot the diode conductance is $3\times10^{27}$ S, beside a cell conductance of $10^{-5}$ S. A nodal matrix that adds the two in double precision, with about 16 digits, loses the smaller one from the sum. The fall of an overdriven diode can survive this, since it is fixed by $i/d\approx a$, but the cell's part of that matrix element is gone. The voltages found for the other diodes are then unreliable, and the iteration can break down. The counts above come from solving (4), which avoids that sum. As a test, the step from the overshoot was also solved from the original Newton equation with 90 digits; the two agreed within $10^{-9}$ V.

## The cure: keep the predicted current

The tangent predicts both a voltage and a current. Below the knee its voltage is useless but its current is reasonable, because the resistor limits it. The predicted current is $i_{\rm lin}=i+d\delta$. Using $d=(i+I_s)/a$,

$$i_{\rm lin}+I_s=(i+I_s)\left(1+\frac{\delta}{a}\right).$$

Now choose the next voltage so that the real diode carries this current:

$$v_{\rm lim}=a\ln\frac{i_{\rm lin}+I_s}{I_s}=v+a\ln\left(1+\frac{\delta}{a}\right).\qquad(6)$$

A proposed rise of many $a$ is compressed to its logarithm. For small $\delta$ the result is $\delta-\delta^2/(2a)+\dots$, which differs from the plain step only in second order, so quadratic convergence survives.

For one cell, (6) is Newton's method with the current as the unknown. The equation is then

$$g(i)=a\ln\left(1+\frac{i}{I_s}\right)+Ri-e=0,\qquad g'(i)=\frac{a}{i+I_s}+R=\frac1d+R.$$

Since $g=-(e-v-Ri)$, its step is

$$-\frac{g}{g'}=\frac{e-v-Ri}{1/d+R}=d\,\delta,$$

the same current change as before. But $g$ is increasing and concave. Its tangent lies above it and crosses zero at or below $i^*$. Started from zero, the current rises steadily and never passes the solution. The change of variable has turned the harmful curvature into a safe one.

Below the knee, $Rd\ll1$ and $Ri$ is small, so $\delta\approx e-v$ and each step gains about $a\ln[1+(e-v)/a]$. The first gain in the example is

$$0.031022\times\ln(1+3/0.031022)=0.142\ \text{V}.$$

The iterates are 0.1421, 0.2828, 0.4219, 0.5594, 0.6945, 0.7977 and 0.8100 V, and two more steps finish: 9 iterations instead of 76. From the knee it takes 4 instead of 38. At 1.5, 3 and 6 V the limited counts are 10, 9 and 8. They fall slightly because doubling the supply raises every early gain, by about $a\ln2$ or more, while the solution itself moves up only once, by about $a$.

### The rule for an array

Let $v'=v+\delta$ be the plain Newton result for a diode and $b=\max(v,0)$. Then use

$$v_{\rm next}=\begin{cases}b+a\ln\left[1+(v'-b)/a\right],&v'>b,\\ v',&v'\le b.\end{cases}$$

Starting from $b$ prevents a reverse-biased diode from climbing through harmless negative voltages in small logarithmic steps. Downward moves are left alone, since the logarithm in (6) fails for $\delta\le-a$.

The selected currents now stay physical under a simple condition. The linear solution obeys $\mathbf v'+\mathsf R\mathbf i_{\rm lin}=\mathbf e$. If no predicted current is appreciably negative, the shared-line terms are positive, and for a diode rising from $v\ge0$

$$i_{{\rm lin},m}\le\frac{e_m-v'_m}{r_m}<\frac{e_m}{r_m}.$$

For a 100 kΩ cell this is 30 µA, against the $10^{26}$ A of the plain method. The one-cell proof of a steady rise does not carry over to coupled diodes. In the 6 × 6 example the limited method took 9 iterations instead of 81, and the largest excess of a selected diode over its final voltage was about $0.005a$. The excess grows with the coupling: for $r_D=100$ kΩ it is about $0.27a$, again with 9 iterations.

## How the numbers stand beside real devices

The example is meant to resemble silicon diode selectors with oxide resistive cells. Its values are rough: a pillar of 100 nm × 100 nm and 250 nm height, doped to $10^{17}$ cm$^{-3}$. The value of $I_s$ is a separate assumption and does not follow from this pillar. Ideal diffusion, with an intrinsic density of $10^{10}$ cm$^{-3}$ and the diffusivity used below, would give about $6\times10^{-21}$ A with $n=1$ and place the single-cell solution about 0.1 V higher. One assumption that clearly fails is the low-injection diode law. With a diffusivity of 10 cm²/s, high injection sets in near $i_K=qN\mathcal D A/L=0.64$ µA, where $N$ is the doping, $\mathcal D$ the diffusivity, $A$ the area and $L$ the height. A low-resistance cell carries some thirty times more. If $i_0$ is the ideal current, a simple correction is

$$i=\frac{i_0}{\sqrt{1+i_0/i_K}}\;\longrightarrow\;\sqrt{i_0i_K}\propto e^{v/2a}.$$

Far above the solution the fall per step is $i/(di/dv)$, now $2a$. For the single cell it becomes 62 mV, the solution moves from 0.81 to 0.92 V, and the plain count drops from 76 to 39. Limiting with $2a$ in place of $a$ takes 7. The new solution slightly exceeds the assumed built-in voltage of 0.9 V, so this correction is itself only an estimate. It also carries the factor $n$ into high injection, where ideal theory gives a scale of $2kT/q$, or 52 mV. The pillar's own resistance is left out as well. At the doping density, and with a mobility matched to the diffusivity above, its low-field value would be about 40 kΩ; the mobility of the majority carriers can change this by a factor of about two. Ohm's law cannot be carried on to 21.9 µA, however: at a saturated velocity of $10^7$ cm/s, the doping density carries only about 16 µA. Injected carriers must supply the rest, and they also lower the resistance. The voltage drop that remains is not sized here and need not be negligible beside that of a 100 kΩ cell.

Temperature matters less. At 358 K, $a$ is 37.0 mV and $I_s$, scaled as the intrinsic density to the power $2/n$, is about 540 times larger; the single-cell counts are 67 and 7. Scaling with the square of the intrinsic density gives a factor of about 1900 and counts of 68 and 7. If all the cell's heat crossed the pillar, with a conductivity of 30 W/(m K), self-heating would be about 55 K, a rise similar to this one.

In the reverse-biased cells at $-3$ V, the depletion width is 225 nm, nearly the whole pillar, and the peak field is 0.35 MV/cm. A one-sided junction with a critical field of 0.6 MV/cm would break down at about 12 V. The short pillar is fully depleted already at a reverse bias of about 3.9 V, so this overestimates the margin. With a heavily doped end contact and the same critical field the figure is about 10 V; other contacts can leak from full depletion onward. Ideal band-to-band tunnelling is negligible (exponent about 104). Generation leakage, for a lifetime of 1 ns, is about 2 fA per cell, far below the smallest selected current. Trap-assisted leakage in polysilicon can be larger and is not sized here. Nor is the nonlinearity of a real oxide cell, which would replace the fixed $R$.

## What to do in practice

For exponential selectors in series with resistive cells:

- Limit upward diode moves by the logarithmic rule, and start from zero bias or from the knee. A good start without limiting can still overshoot.
- Set the voltage scale in the limiter from the value of $i/(di/dv)$ at forward currents far above $I_s$, not from its value at zero bias, which is zero. The scale is $nkT/q$ for the ideal law and twice that for the high-injection correction used above, provided the cell ends in high injection. A cell that stays below $i_K$ can overshoot with the doubled scale, by about $0.85a$ for 10 MΩ at 3 V under the corrected law. In such mixed cases the smaller scale is the safer choice, at the cost of a few more iterations.
- Judge convergence by the circuit equations. A steady fall per iteration by the voltage scale of the diode law is the sign of recovery from an overshoot, not of a nearby solution. In the example it is 31 mV for the ideal law and 62 mV with the high-injection correction.
- Take special care with current drive, where the plain first step has no useful bound.

The convexity arguments need a current that rises monotonically with an increasing slope. The steady rise under the logarithmic rule needs in addition a slope that grows no faster than $e^{v/s}$, with $s$ the scale used in the limiter. A threshold selector whose voltage snaps back has a range of negative differential resistance and may have several solutions. Logarithmic limiting alone then guarantees neither convergence nor the choice of the physical branch. Raising the drive gradually follows a branch only up to its turning point, where Newton's method may fail or jump to a distant solution. Going further calls for a continuation method that can pass turning points, or for a time-dependent model of the circuit and the device. The remaining figures are in the numerical output below.

## Computed values

```
inputs: supply 3.0 V, T 300.0 K, n 1.2, Is 1.0e-16 A
cells 1e+05 and 1e+07 ohm, driver 1000 ohm, wire 5 ohm per cell
kT/q 25.852 mV, a = n kT/q 31.022 mV
ONE CELL, 100 kohm
R Is/a at zero bias 3.22e-10
root 0.81007 V, current 21.899 uA
first plain iterate 3.00000 V, overshoot 2.1899 V = 70.59 a
diode current there 9.96e+25 A, R d there 3.21e+32
plain iterates 0 to 5 (V): 0.0000 3.0000 2.9690 2.9380 2.9069 2.8759
last 7 plain z: 1.70e+00 8.83e-01 2.95e-01 3.91e-02 7.44e-04 2.73e-07 3.58e-14
largest error of the z map 0.0023, a/(R i) 0.0142
limited iterates (V): 0.0000 0.1421 0.2828 0.4219 0.5594 0.6945 0.7977 0.8100 0.8101 0.8101
iterations: plain 76, limited 9
knee start 0.6780 V, next plain iterate 1.8235 V
iterations from knee: plain 38, limited 4
supply 1.5 V: overshoot 23.35 a, plain 29, limited 10 iterations
supply 3.0 V: overshoot 70.59 a, plain 76, limited 9 iterations
supply 6.0 V: overshoot 166.44 a, plain 172, limited 8 iterations
current drive at I/Is = 300: first 9.307 V, 300 iterations
current drive at 21.899 uA: first iterate 6.79e+09 V
exp(v/a) overflows double precision above 22.02 V
ARRAY 6 x 6, selected row 6, columns 1 to 4
selected diodes, root (V): 0.8091 0.6686 0.8091 0.6686
selected currents (uA): 21.2608 0.2288 21.2587 0.2288
selected diodes, first plain iterate (V): 3.0000 3.0000 3.0000 3.0000
their next fall (mV): 31.022 31.022 31.022 31.022
largest overshoot 75.15 a
iterations: plain 81, limited 9
limited: largest excess over root 0.005 a, largest r_cell i/V 0.767
NEGLECTED EFFECTS, rough inputs
doping 1e+17 cm^-3, area 10000 nm^2, height 250 nm
diffusivity 10 cm2/s, lifetime 1 ns, ni 1e+10 cm^-3
gap 1.12 eV, tunnelling mass 0.2 m_e, built-in 0.9 V, heat conductivity 30 W/(m K)
high injection: knee current 0.641 uA, root 0.9166 V
high injection: fall per step 62.045 mV, plain 39, limited with 2a 7 iterations
at 358 K: a 37.020 mV, Is 5.40e-14 A, root 0.7350 V
at 358 K: plain 67, limited 7 iterations
self-heating if all heat crosses the pillar 55 K
reverse cells: depletion width 225 nm, peak field 0.347 MV/cm
avalanche voltage 11.6 V for critical field 0.6 MV/cm
tunnelling exponent 104, current 2e-48 A
generation leakage 1.8e-15 A per cell
```
